# From CF4 infrared intensity to a Born electron-impact cross section: test program

```python
"""Infrared band intensity -> transition dipole -> Born vibrational excitation.

Results under test:
  M^2 = 3 eps0 hbar c S / (pi w)
  sigma = (8 pi/3) (M^2/k^2) ln[(k+k')/(k-k')]        (atomic units)
S: Napierian band intensity per molecule, integrated over wavenumber
w: band-centre wavenumber; M^2: squared transition dipole summed over the
three degenerate final states; k, k': electron wave numbers before and after.
The example is the CF4 asymmetric stretch hit by a 1 eV electron.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.special import spherical_jn, spherical_yn

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]
DEBYE = 1e-21 / const.c                      # C m
AREA = BOHR**2 / 1e-20                       # bohr^2 -> 1e-16 cm^2


def dipole_squared(strength, wavenumber):
    """SI: strength in m per molecule, wavenumber in 1/m, result in C^2 m^2."""
    return (3 * const.epsilon_0 * const.hbar * const.c * strength
            / (np.pi * wavenumber))


def wave_numbers(energy_ev, loss_ev):
    return (np.sqrt(2 * energy_ev / HARTREE_EV),
            np.sqrt(2 * (energy_ev - loss_ev) / HARTREE_EV))


def born_cross_section(m2_au, k_in, k_out):
    return (8 * np.pi / 3 * m2_au / k_in**2
            * np.log((k_in + k_out) / (k_in - k_out)))


# ---- inputs: rough values for CF4 ----
intensity_km_mol = 1200.0
band_cm = 1300.0
energy_ev = 1.0
gas_temperature = 300.0
polarizability_A3 = 3.8
core_A = 1.3

# ---- worked example ----
strength = intensity_km_mol * 1e3 / const.N_A            # m per molecule
wavenumber = band_cm * 100                               # 1/m
m2_si = dipole_squared(strength, wavenumber)
m2 = m2_si / (const.e * BOHR)**2
loss_ev = const.h * const.c * wavenumber / const.e
k_in, k_out = wave_numbers(energy_ev, loss_ev)
log_factor = np.log((k_in + k_out) / (k_in - k_out))
sigma = born_cross_section(m2, k_in, k_out)

# ---- test: classical absorption against quantum transition dipole ----
# A charge e on an isotropic spring; the mass is arbitrary.
mass = 10 * const.atomic_mass
omega = 2 * np.pi * const.c * wavenumber
damping = 0.02


def line_shape(x):
    return damping * x**2 / ((1 - x**2)**2 + damping**2 * x**2)


area = sum(quad(line_shape, lo, hi, limit=300)[0]
           for lo, hi in [(0, 0.9), (0.9, 1), (1, 1.1), (1.1, 3), (3, np.inf)])
classical_strength = (const.e**2 / (const.epsilon_0 * mass * const.c)
                      * area / (2 * np.pi * const.c))
# Quantum oscillator diagonalized on a grid, length unit sqrt(hbar/(m omega)).
step = 0.12
index = np.arange(-80, 81)
position = step * index
difference = index[:, None] - index[None, :]
safe = np.where(difference == 0, 1, difference)
kinetic = np.where(difference == 0, np.pi**2 / 6,
                   (-1.0)**np.abs(difference) / safe**2) / step**2
levels, states = np.linalg.eigh(kinetic + np.diag(position**2 / 2))
x_matrix = states.T @ (position[:, None] * states)
m2_oscillator = 3 * const.e**2 * const.hbar / (mass * omega) * x_matrix[1, 0]**2
m2_from_light = dipole_squared(classical_strength, wavenumber)
light_error = m2_from_light / m2_oscillator - 1
assert abs(light_error) < 1e-6

# ---- test: net band strength of a hot harmonic oscillator ----
test_temperature = 1500.0
reduced = const.hbar * omega / (const.k * test_temperature)
weights = np.exp(-reduced * (levels[:25] - levels[0]))
weights /= weights.sum()
net = sum((weights[n] - weights[n + 1]) * x_matrix[n + 1, n]**2
          for n in range(24))
hot_ratio = net / x_matrix[1, 0]**2
assert abs(hot_ratio - 1) < 1e-6

# ---- test: integrate the differential cross section over angle ----


def ring(theta):
    q2 = k_in**2 + k_out**2 - 2 * k_in * k_out * np.cos(theta)
    return 2 * np.pi * np.sin(theta) * k_out / k_in * 4 * m2 / (3 * q2)


forward = quad(ring, 0, np.pi / 6, limit=200)[0]
angular_total = forward + quad(ring, np.pi / 6, np.pi, limit=200)[0]
assert abs(angular_total / sigma - 1) < 1e-8

# ---- test: partial waves from the potential in position space ----
l_max = 80
r_free = np.linspace(0, 4000, 16001)
waves_in = [spherical_jn(l, k_in * r_free) for l in range(l_max + 2)]
waves_out = [spherical_jn(l, k_out * r_free) for l in range(l_max + 2)]
prefactor = k_out / k_in * 16 * np.pi * m2 / 3
pair = {}
for l in range(l_max + 1):
    for lp in (l - 1, l + 1):
        if lp >= 0:
            radial = simpson(waves_in[l] * waves_out[lp], x=r_free)
            pair[l, lp] = prefactor * max(l, lp) * radial**2
partial_total = sum(pair.values())
# The finite radius and highest l limit the sum to about 1e-4.
assert abs(partial_total / sigma - 1) < 1e-3
low_share = sum(v for (l, lp), v in pair.items() if min(l, lp) <= 1) / sigma
probability = [sum(v for (a, b), v in pair.items() if a == l)
               * k_in**2 / (np.pi * (2 * l + 1)) for l in range(l_max + 1)]
l_peak = int(np.argmax(probability))
assert probability[l_peak] < 1

# ---- size of wave distortion: hard core, with or without polarization ----
core = core_A * 1e-10 / BOHR
alpha = polarizability_A3 * 1e-30 / BOHR**3
r_out = np.arange(core, 4000, 0.05)
inner = r_out[r_out <= 100]


def distorted_wave(l, k, alpha_au):
    """Radial wave with unit-amplitude free normalization, and its phase."""
    def slope(r, y):
        return [y[1], (l * (l + 1) / r**2 - alpha_au / r**4 - k**2) * y[0]]
    solution = solve_ivp(slope, (inner[0], inner[-1]), [0.0, 1.0],
                         method="DOP853", t_eval=inner, rtol=1e-9, atol=1e-11)
    assert solution.success
    x = k * inner[-1]
    j, y = spherical_jn(l, x), spherical_yn(l, x)
    dj = spherical_jn(l, x, derivative=True)
    dy = spherical_yn(l, x, derivative=True)
    matrix = np.array([[x * j, x * y], [k * (j + x * dj), k * (y + x * dy)]])
    a, b = np.linalg.solve(matrix, solution.y[:, -1])
    norm = np.hypot(a, b)
    tail = k * r_out[len(inner):]
    wave = np.concatenate([solution.y[0] / (k * inner),
                           a * spherical_jn(l, tail) + b * spherical_yn(l, tail)])
    return wave / norm, np.arctan(-b / a)


def distorted_cross_section(alpha_au, l_top=4):
    first = [distorted_wave(l, k_in, alpha_au) for l in range(l_top + 1)]
    last = [distorted_wave(l, k_out, alpha_au) for l in range(l_top + 1)]
    total = sigma
    for (l, lp), free_value in pair.items():
        if max(l, lp) <= l_top:
            radial = simpson(first[l][0] * last[lp][0], x=r_out)
            total += prefactor * max(l, lp) * radial**2 - free_value
    return total, [item[1] for item in first]


sigma_core, phase_core = distorted_cross_section(0.0)
sigma_polar, phase_polar = distorted_cross_section(alpha)
assert abs(phase_core[0] + k_in * core) < 1e-5
# At l=3 the core hardly matters; higher orders in alpha give a few percent.
weak_phase = np.pi * alpha * k_in**2 / (5 * 7 * 9)
assert abs(phase_polar[3] / weak_phase - 1) < 0.05

# ---- rounding of band centre and thermal population ----
shifted_cm = band_cm - 20
shifted_m2 = dipole_squared(strength, shifted_cm * 100) / (const.e * BOHR)**2
shifted_loss = const.h * const.c * shifted_cm * 100 / const.e
sigma_shifted = born_cross_section(shifted_m2,
                                   *wave_numbers(energy_ev, shifted_loss))
boltzmann = np.exp(-const.h * const.c * wavenumber
                   / (const.k * gas_temperature))
excited = 1 - (1 - boltzmann)**3

print("INPUTS (rough CF4 values)")
print(f"band intensity A = {intensity_km_mol:.0f} km/mol")
print(f"band centre w = {band_cm:.0f} cm^-1")
print(f"electron energy E = {energy_ev:.1f} eV")
print(f"gas temperature = {gas_temperature:.0f} K")
print(f"polarizability = {polarizability_A3:.1f} A^3 = {alpha:.2f} bohr^3")
print(f"core radius = {core_A:.1f} A = {core:.3f} bohr")
print("TRANSITION DIPOLE")
print(f"S per molecule = {strength * 100:.4e} cm")
print(f"M^2 = {m2_si:.4e} C^2 m^2 = {m2:.5f} (e bohr)^2")
print(f"M total = {np.sqrt(m2_si):.4e} C m = {np.sqrt(m2_si) / DEBYE:.4f} D")
print(f"M total = {np.sqrt(m2):.4f} e bohr")
print(f"M of one component = {np.sqrt(m2_si / 3) / DEBYE:.4f} D")
print("BORN CROSS SECTION")
print(f"energy loss = {loss_ev:.4f} eV; final energy = {energy_ev-loss_ev:.4f} eV")
print(f"k = {k_in:.5f}, k' = {k_out:.5f} bohr^-1")
print(f"logarithm = {log_factor:.4f}")
print(f"sigma = {sigma:.3f} bohr^2 = {sigma * AREA:.3f} x 1e-16 cm^2")
print(f"share scattered below 30 degrees = {100 * forward / sigma:.1f} %")
print("TESTS")
print(f"light formula, relative error = {light_error:.1e}")
print(f"hot/cold band strength at {test_temperature:.0f} K = {hot_ratio:.7f}")
print(f"angular integral / formula = {angular_total / sigma:.8f}")
print(f"partial-wave sum / formula = {partial_total / sigma:.6f}")
print("SIZE OF NEGLECTED EFFECTS")
print(f"share of sigma involving s or p waves = {100 * low_share:.1f} %")
print(f"largest excitation probability = {probability[l_peak]:.4f} at l = {l_peak}")
print(f"hard core: sigma = {sigma_core * AREA:.3f} x 1e-16 cm^2")
print(f"hard core: change = {100 * (sigma_core / sigma - 1):+.1f} %")
print(f"hard core: s, p phases = {phase_core[0]:.3f}, {phase_core[1]:.3f} rad")
print(f"core+polarization: sigma = {sigma_polar * AREA:.3f} x 1e-16 cm^2")
print(f"core+polarization: change = {100 * (sigma_polar / sigma - 1):+.1f} %")
print(f"core+polarization: s, p phases = {phase_polar[0]:.3f}, "
      f"{phase_polar[1]:.3f} rad")
print(f"l=3 phase: solver {phase_polar[3]:.5f}, weak law {weak_phase:.5f} rad")
print(f"band centre {shifted_cm:.0f} cm^-1: sigma change = "
      f"{100 * (sigma_shifted / sigma - 1):+.2f} %")
print(f"molecules with this mode excited = {100 * excited:.2f} %")
print("OK")
```

It prints:

```
INPUTS (rough CF4 values)
band intensity A = 1200 km/mol
band centre w = 1300 cm^-1
electron energy E = 1.0 eV
gas temperature = 300 K
polarizability = 3.8 A^3 = 25.64 bohr^3
core radius = 1.3 A = 2.457 bohr
TRANSITION DIPOLE
S per molecule = 1.9926e-16 cm
M^2 = 4.0974e-60 C^2 m^2 = 0.05700 (e bohr)^2
M total = 2.0242e-30 C m = 0.6068 D
M total = 0.2387 e bohr
M of one component = 0.3504 D
BORN CROSS SECTION
energy loss = 0.1612 eV; final energy = 0.8388 eV
k = 0.27111, k' = 0.24830 bohr^-1
logarithm = 3.1256
sigma = 20.307 bohr^2 = 5.687 x 1e-16 cm^2
share scattered below 30 degrees = 57.2 %
TESTS
light formula, relative error = -1.1e-14
hot/cold band strength at 1500 K = 1.0000000
angular integral / formula = 1.00000000
partial-wave sum / formula = 1.000076
SIZE OF NEGLECTED EFFECTS
share of sigma involving s or p waves = 49.6 %
largest excitation probability = 0.0436 at l = 0
hard core: sigma = 4.881 x 1e-16 cm^2
hard core: change = -14.2 %
hard core: s, p phases = -0.666, -0.078 rad
core+polarization: sigma = 5.240 x 1e-16 cm^2
core+polarization: change = -7.9 %
core+polarization: s, p phases = -0.331, 0.118 rad
l=3 phase: solver 0.01904, weak law 0.01880 rad
band centre 1280 cm^-1: sigma change = +2.11 %
molecules with this mode excited = 0.59 %
OK
```
